Resistivity of metal films with partly specular walls: the Fuchs-Sondheimer limits

A metal film fills the region 0 < z < d and carries a current along x, driven by a uniform field E in that direction. Electrons have charge −e, mass m and a spherical Fermi surface of radius k_F, with Fermi velocity v_F = ħk_F/m. Scattering inside the metal is described by one isotropic relaxation time τ, so the bulk mean free path is l = v_F τ. The bulk conductivity is σ₀ = 1/ρ₀, and σ = 1/ρ is the conductivity of the film averaged over its thickness. Two dimensionless quantities will be used throughout,

κ = d/l,  S = σ/σ₀ = ρ₀/ρ.

The direction of an electron is given by u = |cos θ|, where θ is measured from the film normal; small u means grazing motion, nearly parallel to the walls. Each wall reflects a fraction p of the electrons specularly, keeping v_x and reversing v_z. For now p is the same for all angles. The remaining fraction 1−p leaves the wall with an isotropic distribution. Motion across the film is treated classically, and the response is linear in E.

Write the distribution as f = f₀ + g, with f₀ the Fermi function and f₀′ its derivative with respect to energy. The force is −eE, and ∂f₀/∂v_x = m v_x f₀′. To first order in E the stationary Boltzmann equation is therefore

v_z ∂g/∂z − eE v_x f₀′ = −g/τ.

Far from any wall the gradient vanishes and

g_b = eEτ v_x f₀′.

Since f₀′ < 0, electrons with v_x > 0 are depleted, as they must be when the force points along −x. The bulk current density is −e times the sum of v_x g_b over states. At low temperature −f₀′ selects the Fermi surface, where the density of states per volume is 3n/(m v_F²) for electron density n, and the mean of v_x² is v_F²/3. Hence

σ₀ = e²τ · 3n/(m v_F²) · v_F²/3 = ne²τ/m,

l = v_F τ = ħk_F/(ne²ρ₀).

The mass has cancelled from l, which follows from the density and the resistivity.

In the film put g = g_b χ. Let χ₊ belong to electrons moving towards larger z, with v_z = v_F u, and χ₋ to those moving back, with v_z = −v_F u. Division of the Boltzmann equation by g_b/τ gives

lu dχ₊/dz = 1 − χ₊,  −lu dχ₋/dz = 1 − χ₋.

The solutions relax towards the bulk value 1 with distance from the wall that the electron has left:

χ₊ = 1 − A exp[−z/(lu)],  χ₋ = 1 − B exp[−(d−z)/(lu)].

At a wall the diffusely scattered electrons contribute nothing to g: they are isotropic, and g, being odd in v_x, brings no net number of electrons to the wall. The specular part keeps v_x, so χ₊(0) = pχ₋(0) and χ₋(d) = pχ₊(d). With q = exp(−κ/u) these conditions read

1 − A = p(1 − Bq),  1 − B = p(1 − Aq).

Subtracting them gives (B − A)(1 + pq) = 0, so A = B, and then

A = (1−p)/(1−pq).

The current in each direction is weighted by v_x² = v_F²(1−u²)cos²φ. After the integral over the azimuth φ, the normalized weight on 0 < u < 1 is (3/2)(1−u²)du. The two senses of motion contribute equally to the average over thickness, for which

(1/d) ∫₀^d exp[−z/(lu)] dz = (u/κ)(1−q).

Therefore

S = (3/2) ∫₀¹ (1−u²) [1 − (1−p)(u/κ)(1−q)/(1−pq)] du,

and since (3/2)∫₀¹(1−u²)du = 1,

S = 1 − [3(1−p)/(2κ)] ∫₀¹ (u−u³)(1−q)/(1−pq) du.

This is the full result of the model. As a check that does not use the solution above, the equation for χ was stepped numerically from wall to wall for κ = 0.5 and p = 0.4, with repeated reflections until the distribution settled. It gave S = 0.668736, the same to all printed digits as the integral.

For a thick film, separate the part that does not know about the opposite wall. The identity

(1−q)/(1−pq) = 1 − (1−p)q/(1−pq)

follows on bringing the right side over a common denominator. Because ∫₀¹(u−u³)du = 1/2 − 1/4 = 1/4,

S = 1 − 3(1−p)/(8κ) + r,

r = [3(1−p)²/(2κ)] ∫₀¹ (u−u³) q/(1−pq) du.

For u < 1 one has q < exp(−κ), and q/(1−pq) grows with q. For p < 1 the remainder thus obeys

0 < r < [3(1−p)²/(8κ)] exp(−κ)/[1−p exp(−κ)].

The correction to S beyond the 1/κ term is exponentially small; in the resistivity, inversion brings back higher powers of 1/κ:

ρ/ρ₀ − 1 = 3(1−p)l/(8d) + O(l²/d²).

The quantity 3(1−p)l/(8d) is thus the relative increase of resistivity. Its origin is a layer of depth lu at each wall in which electrons that left the wall diffusely have not yet regained their drift. The two layers act independently when d ≫ l.

For a thin film electrons meet the walls many times per free path, and specular reflections link successive crossings. Let x = κ/u and call the square bracket in the integral for S

F_p(x) = 1 − (1−p)(1−e^(−x))/[x(1−p e^(−x))].

Use the identity above with q = e^(−x), and expand q/(1−pq) as a geometric series:

xF_p(x) = x − (1−p) + (1−p)² Σ p^(n−1) e^(−nx),

where sums run over n = 1, 2, 3, … . Now Σp^(n−1) = 1/(1−p) and Σn p^(n−1) = 1/(1−p)², so the first two terms can be taken into the sum:

xF_p(x) = (1−p)² Σ p^(n−1) (nx − 1 + e^(−nx)).

For p = 0 the definition gives yF₀(y) = y − 1 + e^(−y). With y = nx each bracket is nxF₀(nx), and after division by x and integration over angle,

S_p(κ) = (1−p)² Σ n p^(n−1) S₀(nκ).

A partly specular film is an average over fully diffuse films of thickness nd. An electron leaving a diffuse event makes n crossings before the next one with probability (1−p)p^(n−1). The extra factor n weights each such path by its length, and the mean number of crossings, 1/(1−p), normalizes the result.

It remains to find S₀ for small κ. With t = 1/u,

∫₀¹ u^(n−2) e^(−κ/u) du = ∫₁^∞ t^(−n) e^(−κt) dt = E_n(κ),

the exponential integral, so that

S₀ = 1 − 3/(8κ) + (3/(2κ)) [E₃(κ) − E₅(κ)].

The derivative of E₁ is −e^(−κ)/κ. Integrating its series term by term gives

E₁ = Λ + κ − κ²/4 + …,  Λ = ln(1/κ) − γ.

The integration constant is −γ, because E₁ = −e^(−κ) ln κ + ∫_κ^∞ e^(−t) ln t dt, and the last integral tends to −γ, with γ = 0.5772 Euler's constant. Integration by parts gives nE_(n+1) = e^(−κ) − κE_n. Four applications lead from E₁ to E₅:

E₂ = 1 − κ(1+Λ) − κ²/2 + …

E₃ = 1/2 − κ + κ²(3/4 + Λ/2) + κ³/6 + …

E₄ = 1/3 − κ/2 + κ²/2 + O(κ³Λ)

E₅ = 1/4 − κ/3 + κ²/4 − κ³/6 + …

Their difference is

E₃ − E₅ = 1/4 − 2κ/3 + κ²(1+Λ)/2 + κ³/3 + … .

Multiplied by 3/(2κ), the first term cancels −3/(8κ) and the second cancels the 1 in S₀. What remains is

S₀ = (3κ/4)[ln(1/κ) + 1 − γ] + κ²/2 + … .

Insert this in the average over n, with κ replaced by nκ. Multiplying Σn p^(n−1) by p and differentiating gives Σn²p^(n−1) = (1+p)/(1−p)³; repeating the operation gives Σn³p^(n−1) = (1+4p+p²)/(1−p)⁴. Hence, for fixed p < 1,

S = (3κ/4) [(1+p)/(1−p)] [ln(1/κ) + 1 − γ − L(p)] + (κ²/2)(1+4p+p²)/(1−p)² + …,

L(p) = [(1−p)³/(1+p)] Σ n² p^(n−1) ln n.

Large n does no harm to this expansion, because p^(n−1) suppresses it while the error in S₀(nκ) grows no faster than a power of n. The typical n is of order 1/(1−p), however, so the condition is κ ≪ 1−p and not merely κ ≪ 1. To leading order the resistivity is

ρ/ρ₀ = (4/3) [(1−p)/(1+p)] (l/d) / [ln(l/d) + 1 − γ − L(p)].

Since σ₀/l = ne²/(ħk_F) does not contain τ, the film conductivity now depends on bulk purity through the logarithm alone at this order. The limits of perfect walls and vanishing thickness do not commute: p = 1 gives S = 1 at any thickness, whereas S → 0 as κ → 0 at any fixed p < 1.

The logarithm can be traced to particular electrons. For small x, F₀(x) ≈ x/2, so the average over n gives F_p(x) ≈ x(1+p)/[2(1−p)] once nx is small for the typical n, that is for x ≪ 1−p. For κ/(1−p) ≪ u ≪ 1, where the weight 1−u² is close to 1, the current carried at angle u is then proportional to κ/u, and its integral from u of order κ/(1−p) up to u of order 1 supplies ln[(1−p)/κ]. This is the ln(1/κ) of the law; the shift ln[1/(1−p)] is contained in L(p), which exceeds it by 0.60 at p = 0.5 and by 0.92 at p = 0.99. Within this range equal ratios of u contribute equally, down to directions that are almost parallel to the film.

This makes the thin limit sensitive to the assumption that p is independent of angle. Consider a wall with Gaussian height fluctuations of rms size h. A height δ changes the reflected phase by 2k_F uδ; the mean amplitude is exp(−2k_F²u²h²), and its square is the specular fraction,

p(u) = exp(−su²),  s = (2k_F h)².

The rest is again taken to leave isotropically. This is a model: the phase argument assumes heights correlated over many wavelengths, whereas isotropic diffuse scattering belongs to a short correlation length. The boundary conditions couple equal values of u, so the integral for S remains valid with p(u) inside it. In the thick limit p is replaced by the mean

p̄ = 4∫₀¹ (u−u³)p(u)du = 2(s − 1 + e^(−s))/s²,

where the substitution t = u² does the integral. The thin limit changes its form. For small su² and small x = κ/u, 1−p ≈ su² and 1−pq ≈ su² + κ/u, so that

F ≈ 1 − su²/(su² + κ/u) = 1/(1 + su³/κ).

The important directions have u of order (κ/s)^(1/3). There su² and x are both of order (sκ²)^(1/3), which must be small for the approximation to hold. When (κ/s)^(1/3) is small as well, the factor 1−u² may be set to 1 and the upper limit moved to infinity. With w = u(s/κ)^(1/3) and ∫₀^∞ dw/(1+w³) = 2π/(3√3),

S ≈ (3/2)(κ/s)^(1/3) · 2π/(3√3) = (π/√3)(κ/s)^(1/3).

At fixed s this falls more slowly than κ ln(1/κ): grazing electrons, which carry much of the current, are now reflected specularly. The power 1/3 belongs to this form of p(u). For a hard wall with a finite correlation length, second-order perturbation theory gives a loss linear in u close to grazing, 1−p ≈ au, and the same steps then give S ≈ (3π/4)(κ/a)^(1/2).

For numbers take sodium, whose Fermi surface is close to a sphere. Rough inputs are n = 2.5 × 10²² cm⁻³ and ρ₀ = 5 μΩ cm at room temperature; p = 0.5 is assumed. Then k_F = (3π²n)^(1/3) = 9.05 nm⁻¹ and l = 29.7 nm. For a 100 nm film κ = 100/29.73 = 3.364, and the thick-film law gives

3 × 0.5/(8 × 3.364) = 0.0557,

an increase of 5.6%, against 5.9% from the full integral. At 300 nm the two values are 1.86% and 1.89%. At 30 nm, where κ is close to 1, they are 18.6% and 20.4%. This last agreement is partly a cancellation: dropping r but inverting S exactly would give 1/(1−0.1858) − 1 = 22.8%, and the positive r brings it down to 20.4%.

Now cool a clean crystal until its bulk resistivity is one hundredth as large, 0.05 μΩ cm, with p held at 0.5. Then l = 2973 nm, and a 100 nm film has κ = 0.0336, while κ/(1−p) = 0.067 is also small. With L(0.5) = 1.296 the thin-film law gives

S = 0.75 × 0.03364 × 3 × (3.392 + 0.423 − 1.296) = 0.191.

The next term adds 0.007, and the full integral gives 0.197. The bare logarithm, without the constants beside it, gives 0.257, which is 30% above the full integral. The film resistivity is 0.253 μΩ cm, or 5.1 times the bulk value. Directions with u < 0.1, within about 6° of the film plane, carry 43% of the film current but 15% of the bulk current.

Real films depart from this model in ways of very different size. Thermal smearing is minor: k_BT/E_F = 0.008 at 300 K, and at fixed τ and chemical potential it shifts σ₀ by about 1 part in 10⁴. In the cold 100 nm film, hard walls allow u = jπ/(k_F d) with integer j, giving 287 subbands; summing over them at fixed k_F lowers S from 0.197 to 0.195. The smallest allowed u reaches κ at d = √(πl/k_F) ≈ 32 nm, below which the classical logarithm is no longer justified for this l. Grain boundaries can matter far more. With an assumed reflection probability of 0.1, grains as wide as the film is thick and a mean |cos| of 1/2 to the current axis, an electron suffers about 0.015 boundary reflections per free path when warm, but 1.5 when cold. Each reflection reverses v_x, and the current weights directions near its axis, so for boundaries normal to the current, a small reflection probability R and grain size D ≫ l the resistivity rises by about (3/2)(l/D)R/(1−R). This is 5% when warm, nearly as large as the 5.9% from the walls; when cold, where D ≪ l and that law no longer applies, the boundaries alone raise the resistivity to about 5.5 times the bulk value. Both results therefore need a single crystal or much larger grains. Angle-dependent reflection also has a large effect. A rough wall with p̄ = 0.5, hence the same thick-film law, has s = 2.56 and h = 0.088 nm, and raises the cold S from 0.197 to 0.392, halving the predicted resistivity. The cube-root law gives 0.428, 9% too high at this thickness. The size of the effect depends on the form of p(u): p = 1 − 15u/16, with the same p̄, gives 0.333. The small h holds only if the diffuse part is isotropic; roughness correlated over many wavelengths deflects electrons through small angles and needs a much larger h for the same loss of drift, so h alone does not fix p for a real sodium surface, which also oxidizes readily in air. Small-angle phonon scattering is left out. If phonons set the cold resistivity, a Bloch–Grüneisen model with a characteristic temperature of 160–200 K places it near 22–26 K, where, for normal processes cut off at the Debye wavevector 2^(1/3) k_F, about five deflections of some 33° make up one transport path; these remove electrons from the grazing directions and lower the cold S from 0.197 to about 0.16. With the cutoff at 2k_F the count is about two and S is about 0.18; umklapp is not included in either case. With the Debye cutoff the model is anisotropic at 300 K as well, with about 2.5 deflections per transport path, and it lowers the warm increases of 1.89%, 5.9% and 20.4% to about 1.7%, 5.4% and 19.6%. Both the warm and the cold values thus apply to nearly isotropic scattering. The partial change of crystal structure of sodium on cooling has not been sized. The numerical output below lists the values of the isotropic model.

Values computed for the example and the checks

```
Na electron density (rough) = 2.50e+22 cm^-3
bulk resistivity, warm (rough) = 5.00 microohm cm
bulk resistivity, cold (rough) = 0.050 microohm cm
specular fraction p (assumed) = 0.50
Fermi wavevector = 9.046 nm^-1
Fermi velocity = 1.047e+06 m/s
Fermi energy = 3.118 eV
relaxation time, warm = 28.39 fs
mean free path, warm = 29.73 nm
mean free path, cold = 2973.0 nm
test film d/l=0.5, p=0.4: S kinetic = 0.668736
test film: S from integral = 0.668736
warm 300 nm: d/l = 10.091
  exact resistivity increase = 1.89 %
  thick-film law = 1.86 %
  film resistivity = 5.095 microohm cm
warm 100 nm: d/l = 3.364
  exact resistivity increase = 5.89 %
  thick-film law = 5.57 %
  film resistivity = 5.294 microohm cm
warm 30 nm: d/l = 1.009
  exact resistivity increase = 20.43 %
  thick-film law = 18.58 %
  film resistivity = 6.021 microohm cm
cold 100 nm: d/l = 0.03364
  ln(l/d) = 3.3922
  L(p) = 1.2959
  constant 1-gamma-L(p) = -0.8731
  S exact = 0.1974
  S thin-film law = 0.1906
  next term of thin-film law = 0.0074
  S with bare logarithm only = 0.2567
  film resistivity = 0.2533 microohm cm
  rho film / rho bulk = 5.067
  current share of u<0.1, film = 0.426
  current share of u<0.1, bulk = 0.149
thermal smearing kT/E_F at 300 K = 0.0083
  resulting shift of bulk sigma = 8.5e-05
occupied subbands, 100 nm = 287
  cold S from subband sum = 0.1948
subbands cut the cold logarithm below d = 32.1 nm
grain reflections per free path, warm = 0.015
grain reflections per free path, cold = 1.487
rough wall: s = 2.5569
  rms height = 0.0884 nm
  cold 100 nm S, rough wall = 0.3919
  cube-root law = 0.4282
```
